# Robust Becke-Roussel root finding and XDM moments for a closed-shell atom, part 2

We seek the Becke-Roussel (BR) hole displacement \(b\) and the exchange-hole dipole moment (XDM) model's multipole moments for an atom with its nucleus (charge \(Z\)) at the origin. The atom is one determinant of real orthonormal orbitals \(\psi_i\), the same for both spins. Lengths are in bohr, \(q_e\) is the elementary charge (printed e in the output), and \(e\) is Euler's number. Per spin,
\[
\rho=\sum_i\psi_i^2,\qquad \tau=\sum_i|\nabla\psi_i|^2,\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho},\qquad Q=\frac{\nabla^2\rho-2D}{6}.
\]
The determinant's hole is \(h=\gamma^2/\rho(\mathbf r)\), with \(\gamma=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')\). BR replaces it by a normalised exponential of decay constant \(a\), centred a length \(b\) from the electron. With \(x=ab\),
\[
\rho=\frac{a^3}{8\pi}e^{-x},\qquad Q=\frac{\rho a^2}{6}\,\frac{x-2}{x}. \tag{1}
\]
Equivalently,
\[
g(x)\equiv\frac{x-2}{x}\,e^{2x/3}=w\equiv\frac{3Q}{2\pi^{2/3}\rho^{5/3}},
\]
which has exactly one positive root; \(x-2\) has the sign of \(Q\). Also \(b\le(3/e)(8\pi\rho)^{-1/3}\).

Plain Newton on \(1/g=y=1/w\), started from \(3\) (\(Q>0\)) or \(1\) (\(Q<0\)), can cross the pole \(x=2\); from \(3\) it does so if \(y>0.947\). The repaired scheme uses
\[
L=\ln|w|=\ln\Big|\frac Q\rho\Big|-\frac23\ln\rho+\ln\frac{3}{2\pi^{2/3}}.
\]
For \(Q>0\), \(x=2+e^u\), and Newton's method solves \(F(u)=u-\ln x+\tfrac23x-L=0\) from
\[
u_0=\min\Big[L+\ln2-\tfrac43,\ \ln\max\big(1,\tfrac32(L+\ln3)-2\big)\Big].
\]
For \(Q<0\) the unknown is \(v=\ln[(2-x)/x]\). The error \(\varepsilon_n\) in \(u\) or \(v\) obeys \(|\varepsilon_{n+1}|\le K\varepsilon_n^2\), with \(K=0.5\) or \(0.09623\) respectively. Then
\[
b=x\exp\big[-\tfrac13(x+\ln8\pi+\ln\rho)\big].
\]

For an electron at \(r\) on the \(z\) axis, XDM displaces the hole by \(d\) towards the nucleus. A normalised hole spherical about \(c=r-d\) has axial multipole \(c^l\), the integral of \(r^lP_l(\cos\theta)\) (the mean-value argument), so
\[
\langle M_l^2\rangle=2q_e^2\int\rho\,\big[r^l-(r-d)^l\big]^2d^3r,\qquad l=1,2,3. \tag{4}
\]
Either \(d=b\) or, with the cap, \(d=\min(b,r)\). The cap gives \(\langle M_l^2\rangle\le q_e^2\langle r^{2l}\rangle\), where \(\langle r^{2l}\rangle=2\int\rho r^{2l}d^3r\). The radial grid has 400 Gauss-Legendre points in \(\ln r\), from \(10^{-5}\) to 20 bohr.

## Limits

**One 1s orbital per spin.** For \(\rho=(\zeta^3/\pi)e^{-2\zeta r}\), \(\tau=|\nabla\rho|^2/4\rho\), so \(D=0\) and \(6Q=\rho(4\zeta^2-4\zeta/r)\). The trial \(a=2\zeta\), \(x=2\zeta r\) satisfies both parts of (1), since \(a^3/8\pi=\zeta^3/\pi\) and \(a^2(1-2/x)=4\zeta^2-4\zeta/r\). By uniqueness \(b=r\): the hole is the orbital density, centred on the nucleus. Then
\[
\frac{\langle M_l^2\rangle}{q_e^2}=2\cdot4\zeta^3\frac{(2l+2)!}{(2\zeta)^{2l+3}}=\frac{(2l+2)!}{(2\zeta)^{2l}} .
\]
For \(\zeta=1.6875\) bohr\(^{-1}\), \(l=1\) gives \(24/3.375^2=2.106996\), and \(l=2,3\) give \(5.54929\) and \(27.2821\). The grid crosses \(Q=0\) at \(r=1/\zeta\), and the solver returns \(b=r\) to a relative \(10^{-12}\) on both branches.

**Nuclear cusp.** If the s orbitals behave as \(\psi(0)(1-Zr)\), then \(\rho'\to-2Z\rho(0)\) and \(\nabla^2\rho\approx2\rho'/r=-4Z\rho(0)/r\), while \(D\) stays finite. So \(Q\approx-2Z\rho/(3r)\to-\infty\) and \(x\to0\), where (1) reads \(Q\approx-\rho a^2/(3x)\) and \(a^3=8\pi\rho(0)\). Equating, \(x=a^2r/2Z\), and
\[
\frac br\to\frac{[8\pi\rho(0)]^{1/3}}{2Z}.
\]
For hydrogenic \(1s^22s^2\), \(\rho(0)=(Z^3/\pi)(1+\tfrac18)\) and the ratio is \((9/8)^{1/3}=1.04004\), reproduced at \(Z=4\), \(r=10^{-6}\) bohr. Thus \(b\) can exceed \(r\).

**Tails.** For large \(x\), (1) gives \(a^2\approx6Q/\rho\) and \(x=\ln(a^3/8\pi\rho)\). If \(\rho\propto r^ne^{-2\kappa r}\) and \(D/\rho\to0\), then \(a\to2\kappa\), \(x=2\kappa r+O(\ln r)\) and \(b/r\to1\). For one Gaussian orbital, \(\rho\propto e^{-2\alpha r^2}\), \(6Q/\rho=16\alpha^2r^2-12\alpha\), so \(a\approx4\alpha r\), \(x=2\alpha r^2+O(\ln r)\) and \(b/r\to1/2\). With \(\alpha=1\) bohr\(^{-2}\) the ratio is \(0.56291\) at 5 bohr and \(0.50038\) at 100 bohr. A Gaussian basis must therefore imitate the exponential out to the radii that contribute to (4).

**The determinant's own hole.** Its centroid on the ray is \(c=\int z'h\,d^3r'=\sum_{ij}\psi_i\psi_j\langle i|z|j\rangle/\rho\), tested by three-dimensional quadrature of \(h\). Using \(d_X=|r-c|\) in (4), without cap, gives a comparison free of the BR model. For \(l=1\) this is the exact squared dipole of electron and hole. For \(l\ge2\) it still treats the hole as a point charge on the ray, at \(c\) when \(c\le r\) and at \(2r-c\) when \(c>r\), which the mean-value argument justifies for a spherical hole but not for this one. The multipoles of the hole itself are \(\sum_{ij}\psi_i\psi_j\langle i|r^lP_l|j\rangle/\rho\).

## Neon

The free atom is computed by restricted Hartree-Fock in an even-tempered \(30s18p\) Gaussian basis with smallest exponent \(0.05\) bohr\(^{-2}\) and ratio \(1.8\). This level omits correlation and relativity and has neither a true cusp nor a true exponential tail. Inside about \(0.003\) bohr \(b/r\) therefore does not approach the cusp limit, \(0.99\) for neon, and reaches about \(30\) at \(10^{-5}\) bohr; the points there with \(b>r\) hold only about \(10^{-4}\) electrons. The energy is \(-128.54709\) hartree with virial ratio \(1.000000\). The radial grid gives \(N=10.0000000\) and \(\langle r^2\rangle=9.371846\) bohr\(^2\), the latter tested against the analytic integral. A \(34s22p\) basis with two more diffuse exponents and a tighter core moves the energy to \(-128.54710\), \(\langle r^2\rangle\) to \(9.371844\) and the capped \(l=3\) moment below by \(2\times10^{-4}\), so the last printed digits depend on the basis.

At \(r=1\) bohr, \(\rho=0.230825\), \(|\nabla\rho|=0.811285\), \(\nabla^2\rho=1.179054\) and \(\tau=1.046548\) in powers of bohr. Then
\[
D=1.046548-\frac{0.658183}{0.923300}=0.333689,\qquad Q=\frac{1.179054-0.667378}6=0.085279 .
\]
With \(Q/\rho=0.36945\) and \(\ln\rho=-1.46610\),
\[
L=-0.9957+0.9774-0.3577=-0.3760,\qquad w=0.686589 .
\]
Here \(y=1/w=1.456>0.947\), so plain Newton from \(3\) would jump to \(x_1=1.06\), across the pole. The two candidates for \(u_0\) are \(-0.376019+0.693147-1.333333=-1.016205\) and, since \(\tfrac32(L+\ln3)-2=-0.916<1\), \(\ln1=0\). The iterates are \(-1.0162048876\), \(-1.0851012100\), \(-1.0853387266\), \(-1.0853387293\), with errors \(6.9\times10^{-2}\), \(2.4\times10^{-4}\) and \(2.7\times10^{-9}\); the first bound is \(\varepsilon_0^2/2=2.4\times10^{-3}\). So \(x=2+e^{u}=2.337787\), and
\[
b=2.337787\,e^{-(2.337787+3.224171-1.466095)/3}=2.337787\times0.255307=0.596854\ \text{bohr},
\]
with \(a=1/0.255307=3.91685\) bohr\(^{-1}\). The bound \((3/e)(8\pi\rho)^{-1/3}\) is \(0.614\) bohr. With \(r-b=0.403146\) bohr the squared brackets of (4) are \(0.3562\), \((1-0.16253)^2=0.7014\) and \((1-0.065522)^2=0.8732\).

\(Q\) changes sign at \(0.1049\), \(0.3080\) and \(0.8917\) bohr, so \(x\) crosses \(2\) three times and both branches are used. The moments, in \(q_e^2\) bohr\(^{2l}\), are:

| choice | \(l=1\) | \(l=2\) | \(l=3\) |
|---|---|---|---|
| \(d=\min(b,r)\) | 4.65187 | 24.4591 | 161.874 |
| \(d=b\) | 4.65188 | 24.4591 | 161.874 |
| capped, \(26s16p\) | 4.65187 | 24.4591 | 161.875 |
| capped, cc-pVDZ | 4.3032 | 19.625 | 92.3941 |
| \(d=d_X\) | 4.36334 | 24.2981 | 161.897 |
| \(d=r\) | 9.37185 | 27.1884 | 163.578 |

A three-dimensional grid of \(150\times50\) points reproduces the first row to the digits shown. These digits measure numerical convergence, and the model itself is far less certain. In SI, \(q_e^2a_0^2=(1.602177\times10^{-19})^2(5.291772\times10^{-11})^2=7.188\times10^{-59}\) C\(^2\)m\(^2\), and each further \(l\) brings \(a_0^2=2.800\times10^{-21}\) m\(^2\):
\[
\langle M_1^2\rangle=3.34\times10^{-58}\,\mathrm{C^2m^2},\quad\langle M_2^2\rangle=4.92\times10^{-78}\,\mathrm{C^2m^4},\quad\langle M_3^2\rangle=9.12\times10^{-98}\,\mathrm{C^2m^6}.
\]

The cap hardly matters for this atom. About \(0.1\) electrons lie where \(b>r\) (the sum over the 400 points is \(0.0928\), good to one figure because the edges of the region fall between points), nearly all between \(0.033\) and \(0.050\) bohr, where \(b/r\) exceeds one by less than \(0.0006\) and \(r^{2l}\) is small. Removing the cap raises \(\langle M_1^2\rangle/q_e^2\) by less than \(10^{-6}\) bohr\(^2\), mostly from a slight excess of \(b\) over \(r\) near \(7\) to \(8.5\) bohr, whose size depends on the basis; the last printed digit changes only because the two values straddle a rounding boundary.

BR exceeds the \(d_X\) value by 6.6% for \(l=1\), by 0.7% for \(l=2\), and falls below it by 0.01% for \(l=3\), all relative to the \(d_X\) value. Only \(l=1\) compares BR with a true multipole of the determinant's hole. With the hole's own quadrupole in place of \((r-d_X)^2\) the \(l=2\) moment is \(20.98\), which BR exceeds by 17%. The hole's octupole about the nucleus vanishes, since products of s and p orbitals contain no \(l=3\) harmonic, so its \(l=3\) moment is \(\langle r^6\rangle\) itself. The bracket is \(r^l[1-(1-d/r)^l]\), whose sensitivity to \(d\) near \(d=r\) falls with \(l\), while the weight moves outward. At 2 bohr \(b/r=0.7946\) and \(d_X/r=0.8171\): the squared brackets differ by 5% of the \(d_X\) value for \(l=1\), but by only 0.5% for \(l=3\). Accordingly \(\langle M_3^2\rangle\) is 99% of its bound \(q_e^2\langle r^6\rangle\), and its agreement with the \(d_X\) value says little about \(b\). For \(l=1\) the moment is half its bound, and the pointwise differences have both signs: \(b\) exceeds \(d_X\) at the tabulated radii from \(0.2\) to \(1\) bohr, at \(0.5\) bohr by \(0.217\) against \(0.039\), and lies below it at the others.

At \(0.02\), \(0.05\) and \(0.1\) bohr \(d_X>r\), for instance \(0.022363\) at \(0.02\). There \(c\) is negative, \(-0.0024\), \(-0.0066\) and \(-0.0138\) bohr: the centroid lies slightly beyond the nucleus. By parity only products of an s and a p orbital contribute to \(c\). For the canonical orbitals the \(1s\)-\(2p\) term is positive, so the negative sign comes from the \(2s\)-\(2p\) term, which enters with the sign of the inner \(2s\) lobe. Only the sum is invariant: mixing \(1s\) and \(2s\) leaves \(c\) unchanged and can reverse both signs.

The cc-pVDZ moments are \(0.925\), \(0.802\) and \(0.571\) of the large-basis values. A small basis can lower a moment in two ways: through a smaller \(b\), as in the Gaussian limit above, and through missing outer density. For \(l=3\) the two can be separated. Keeping the large-basis density and taking only \(b\) from cc-pVDZ leaves \(0.956\) of the reference, whereas \(\langle r^6\rangle\) itself falls to \(0.58\) of its large-basis value. Most of the \(l=3\) loss is therefore missing outer density, which calls for diffuse functions; aug-cc-pVDZ gives \(1.011\), \(0.999\) and \(1.005\) of the large-basis moments. For \(l=1\) the change in \(b\) is the larger part: it alone leaves \(0.952\), while \(\langle r^2\rangle\) falls only to \(0.969\).

## Computed results

```
max |ln|g(x)|-L|/(1+|L|), |L|<=700: 3.7e-16
Q>0 K=0.50000 bound e0..e5: 3.38e-01 5.71e-02 1.63e-03 1.33e-06 8.79e-13 3.86e-25
Q>0 observed max e0..e3: 2.69e-01 2.47e-02 2.18e-04 1.75e-08
Q<0 K=0.09623 bound e0..e5: 6.67e-01 4.28e-02 1.76e-04 2.98e-09 8.55e-19 7.03e-38
Q<0 observed max e0..e3: 6.67e-01 1.98e-02 2.38e-05 3.83e-11
plain Newton y=2,x0=3: x1=0.05547 end=-2.058113 true root=2.250967
radial grid: 400 Gauss-Legendre points in ln r, r = 1e-05..20 bohr
1s^2 Slater zeta=1.6875/bohr: M1,M2,M3 [e^2 bohr^2l] = 2.106996 5.54929 27.2821
hydrogenic 1s2 2s2 Z=4, r=1e-6 bohr: b/r=1.04004, (9/8)^(1/3)=1.04004
Gaussian orbital alpha=1/bohr^2: b/r at r=5,100 bohr: 0.56291 0.50038
Ne basis a0=0.05/bohr^2 ratio=1.8 30s18p
Ne RHF E=-128.54709 hartree, -E/T=1.000000
N=10.0000000 electrons, <r^2>=9.371846 bohr^2
r=1 bohr: rho=0.230825 bohr^-3, |grad rho|=0.811285 bohr^-4
  lap,tau,D,Q [bohr^-5]: 1.179054 1.046548 0.333689 0.085279
  w=0.686589 L=-0.376019 variable u
  iterates 0..4: -1.0162048876 -1.0851012100 -1.0853387266 -1.0853387293 -1.0853387293
  x=2.33778735 a=3.916851 /bohr b=0.596854 bohr
table: r[bohr] rho[bohr^-3] Q[bohr^-5] x b[bohr] d_exact[bohr]
  0.02 207.97 -55212 0.39491 0.019949 0.022363
  0.05 114.8 -7652.6 0.99013 0.049999 0.056603
  0.1 43.318 -119.96 1.9161 0.098341 0.11379
  0.2 7.2189 117.53 3.1683 0.19465 0.18197
  0.3 2.2818 2.1485 2.1931 0.27378 0.070302
  0.5 1.1447 -4.0217 0.89401 0.21658 0.038511
  1 0.23083 0.085279 2.3378 0.59685 0.52902
  2 0.0077058 0.0084442 5.1956 1.5891 1.6341
  4 1.9942e-05 2.1327e-05 10.697 3.8078 3.8589
zeros of Q [bohr]: 0.1049 0.3080 0.8917
plain Newton (x0=3 or 1) wrong at 19 of 400 points, 2.695 electrons
electrons where b>r: 0.0928; x range 0.00588..58.4
Ne <M1^2>,<M2^2>,<M3^2> [e^2 bohr^2, e^2 bohr^4, e^2 bohr^6]:
  BR d=min(b,r): 4.65187 24.4591 161.874
  BR d=b: 4.65188 24.4591 161.874
  capped, 3D grid 150x50: 4.65187 24.4591 161.874
  capped, a0=0.04 ratio=2.0 26s16p: 4.65187 24.4591 161.875
  capped, cc-pVDZ: 4.3032 19.625 92.3941  ratio: 0.9250 0.8024 0.5708
  exact-hole dipole: 4.36334 24.2981 161.897  BR/exact: 1.0661 1.0066 0.9999
  d=r, i.e. <r^2l>: 9.37185 27.1884 163.578
e=1.602177e-19 C, a0=5.291772e-11 m
<M1^2> = 3.3439e-58 C^2 m^2
<M2^2> = 4.9234e-78 C^2 m^4
<M3^2> = 9.1244e-98 C^2 m^6
```
